Harmonic heat conduction in disordered cells from Chebyshev moments

**1. The problem**

Some of the heat generated in a chip may cross layers of glass or alloy in which atomic disorder scatters vibrations strongly. Many of these vibrations have no well-defined wavevector, so a natural way to compute their heat transport is from a large disordered cell. Full diagonalisation of its dynamical matrix takes work of order N³ for N sites. Yet harmonic conduction needs only a sum over pairs of modes of nearly equal frequency, with a chosen resolution. Chebyshev moments supply that sum without eigenvectors. The resolution then becomes a numerical parameter whose effect must be measured.

The model is a simple-cubic alloy with random masses m_i and equal nearest-neighbour springs k. A bond stores the energy ½k|s_i − s_j|², where s_i is a displacement, so the three Cartesian components are independent and identical. This energy is invariant under translation but not under rotation, a limitation of the model. For one component let u_i = √m_i s_i and p_i = du_i/dt. Then

H = ½ Σ_i p_i² + ½ Σ_ij u_i D_ij u_j,

with D_ii = 6k/m_i and D_ij = −k/√(m_i m_j) for neighbours. The equation of motion is dp_i/dt = −Σ_j D_ij u_j.

**2. The energy current**

Assign to site i the energy h_i = ½p_i² + ½Σ_j u_i D_ij u_j. Its rate of change is

dh_i/dt = −Σ_j p_i D_ij u_j + ½Σ_j D_ij(p_i u_j + u_i p_j)
= ½Σ_j D_ij(u_i p_j − p_i u_j).

Let x_i be the equilibrium coordinate along the heat flow. The current is J = Σ_i x_i dh_i/dt. Exchanging the labels i and j in the second term, and using D_ij = D_ji, gives

J = Σ_ij u_i A_ij p_j, A_ij = ½(x_i − x_j)D_ij.

Only separations enter, so a periodic cell uses the nearest image. The matrix A is antisymmetric.

A uniform translation has u_j ∝ √m_j. Then A_ij√m_j = −½k(x_i − x_j)/√m_i, and the neighbours on opposite sides cancel in the sum over j. Translation therefore carries no current here. This cancellation uses the equality of the springs and need not survive force-constant disorder.

**3. From the current to a sum over modes**

Let e_n be the orthonormal eigenvectors of D, with eigenvalues ω_n², and let A_mn = e_mᵀAe_n. In mode coordinates J = Σ_mn A_mn u_m p_n. The classical Kubo formula for volume V and temperature T is

κ = [1/(V k_B T²)] ∫₀^∞ ⟨J(t)J(0)⟩ dt.

The nonzero thermal averages needed are

⟨u_m(t)u_m⟩ = k_BT cos(ω_m t)/ω_m², ⟨p_n(t)p_n⟩ = k_BT cos(ω_n t),
⟨u_m(t)p_m⟩ = k_BT sin(ω_m t)/ω_m, ⟨p_n(t)u_n⟩ = −k_BT sin(ω_n t)/ω_n.

Gaussian averages of four variables split into products of two. The second product contains A_mn A_nm = −A_mn², whose sign cancels that of the last average. Hence

⟨J(t)J(0)⟩ = (k_BT)² Σ_mn A_mn² [cos(ω_m t)cos(ω_n t)/ω_m² + sin(ω_m t)sin(ω_n t)/(ω_mω_n)].

Since A_mn² is symmetric, 1/ω_m² may be replaced by ½(1/ω_m² + 1/ω_n²). Writing the products as cosines of difference and sum frequencies gives them the weights

(ω_m + ω_n)²/(4ω_m²ω_n²) and (ω_m − ω_n)²/(4ω_m²ω_n²).

The time integral of cos(Δt) is πδ(Δ). Positive frequencies cannot sum to zero, so the difference term remains, with weight 1/ω_m² at resonance.

For quantum oscillators, collect the coefficient of a_m†a_n in J. The terms A_mn u_m p_n and A_nm u_n p_m together give

j_mn = −i(ħ/2)A_mn(ω_m + ω_n)/√(ω_mω_n),

which becomes −iħA_mn at resonance. There the imaginary-time integral in the quantum Kubo formula contributes 1/(k_BT), and the occupation average is n(n+1), with n the Bose occupation. The factor k_B/ω² is therefore replaced by ħ²n(n+1)/(k_BT²) = c(ω)/ω², where

c(ω) = k_B y²eʸ/(eʸ − 1)², y = ħω/(k_BT).

For one component, the conductivity of modes in a frequency window W is

κ_W = (π/V) Σ_{m∈W,n} c(ω_m)A_mn² δ(ω_m − ω_n)/ω_m².

When y is small, c tends to k_B and the classical result returns. The three components together give three times this value.

The window must exclude the lowest frequencies. For long waves in three dimensions the density of modes varies as ω², while mass disorder gives a Rayleigh lifetime varying as ω⁻⁴. Their product leaves ∫dω/ω², which diverges at its lower limit. Anharmonic or boundary scattering has to regulate that contribution, so κ_W is a partial conductivity.

**4. An angle in place of an eigenvalue**

The spectrum can be bounded without diagonalisation. Each bond satisfies ½k(s_i − s_j)² ≤ k(s_i² + s_j²), and each site has six bonds. Thus uᵀDu ≤ 12kΣs_i² ≤ (12k/m_light)Σu_i². Choose λ_b = ω_b² ten per cent above 12k/m_light and define

ω = ω_b sin(θ/2), D = λ_b sin²(Θ/2).

Then 1 − 2D/λ_b = cosΘ, and its Chebyshev polynomial is T_k(cosΘ) = cos(kΘ). With ω′ = dω/dθ = ½ω_b cos(θ/2), the frequency delta function becomes δ(θ_m − θ_n)/ω′. Writing that as an integral of δ(θ − θ_m)δ(θ − θ_n) over θ gives

κ_W = (π/V)∫_W dθ [c/(ω²ω′)]K(θ),
K(θ) = Tr[Aᵀδ(θ − Θ)Aδ(θ − Θ)].

Each delta function is now replaced by

δ_σ(θ,Θ) = (1/π)Σ_{k≥0}(2 − δ_k0)e^{−k²σ²/2}cos(kθ)cos(kΘ).

To identify this kernel, let G_σ be a normalised Gaussian of standard deviation σ. Poisson summation gives

Σ_q G_σ(x + 2πq) = (1/2π)[1 + 2Σ_{k≥1}e^{−k²σ²/2}cos(kx)].

Adding the cases x = θ − Θ and x = θ + Θ reproduces δ_σ. The full kernel is thus a positive sum of Gaussians and their images, and σ sets its width once enough terms are kept.

Keeping orders 0 to M − 1 omits at most (2/π)Σ_{k≥M}e^{−k²σ²/2}. The first term plus an integral bounds this sum. Since k ≥ M inside the integral, multiplying its integrand by k/M can only enlarge it, and

|tail| ≤ (2/π)e^{−M²σ²/2}[1 + 1/(Mσ²)].

For M = 6/σ and σ = 0.03, M is 200 and the bound is 6.4 × 10⁻⁸, against a Gaussian peak of about 13. Truncation is negligible beside the errors considered next.

**5. Two limits on the broadening**

The frequency width of one kernel is, for small σ,

σ_ω = ω′σ = ½σ√(ω_b² − ω²).

It varies slowly at low frequency. The response contains two kernels, whose exponents combine through

(θ − θ_m)² + (θ − θ_n)² = 2(θ − θ̄)² + ½(θ_m − θ_n)²,

where θ̄ is the mean of θ_m and θ_n. Away from the image terms, the product is a Gaussian of width √2σ in θ_m − θ_n times one of width σ/√2 in θ − θ̄. Broadening therefore admits pairs that are not resonant, and also blurs the frequency at which a pair is counted.

In a large cell let S(θ̄,Δ) be the smoothed sum of A_mn² per unit area in mean angle θ̄ and difference Δ. It is even in Δ. If it is smooth at Δ = 0, expansion under the two Gaussians gives

K_σ(θ) = S + σ²[∂²S/∂Δ² + ¼∂²S/∂θ̄²] + higher order,

with the right side evaluated at θ̄ = θ and Δ = 0.

Suppose the dependence on Δ is a Lorentzian, 1/(1 + Δ²/Γ²), as for a wave whose current decays exponentially. Its second derivative at zero is −2/Γ², so the first term changes K by the relative amount −2σ²/Γ². A peak at resonance is underestimated, and σ must be small compared with Γ. A dip at resonance is overestimated. If S has a cusp at Δ = 0, the quadratic law fails.

The other limit comes from the finite cell. Antisymmetry makes A_nn = 0, so a mode needs a different mode nearby to contribute. When σ falls far below the distances between levels, the response of a cell without degenerate current-carrying pairs tends to zero. The infinite-cell limit must therefore precede σ → 0. In practice, σ_ω must cover many levels and still be narrow compared with the structure of S.

**6. The algorithm and its statistical error**

Define the moments

μ_kl = Tr[AᵀT_k(cosΘ)A T_l(cosΘ)].

Then K_σ(θ) = Σ_kl b_k(θ)b_l(θ)μ_kl, where b_k = (2 − δ_k0)e^{−k²σ²/2}cos(kθ)/π. Let r have independent random entries ±1. Since the average of r_i r_j is δ_ij, the average of

(T_k A r)·(A T_l r)

is μ_kl. The calculation proceeds as follows.

1. For each r, start two sequences, one from r and one from Ar.
2. Advance both by T_{k+1}v = 2(1 − 2D/λ_b)T_k v − T_{k−1}v, starting from T_0v = v and T_1v = (1 − 2D/λ_b)v.
3. Store the vectors T_kAr and AT_lr for M orders, and form their scalar products.
4. Contract the moments with b_k and b_l, integrate over each frequency band, and repeat for every σ of interest.

One set of moments serves every σ for which its M is sufficient.

The statistical error follows from the same average. If B is the matrix whose trace is sought and B_s its symmetric part, then

rᵀBr − Tr B = 2Σ_{i<j}(B_s)_ij r_i r_j,

whose variance is 2Σ_{i≠j}(B_s)_ij². Averaging R independent vectors divides this variance by R. The scatter between vectors gives the standard error. It measures trace noise, not the variation between disordered samples or the broadening error.

Sparse products cost of order NMR and scalar products NM²R. At fixed σ and R the work is linear in N, while halving σ doubles M and quadruples the scalar-product work.

**7. A cell of 13,824 sites**

Take equal numbers of masses 30 and 90 u, k = 20 N/m, lattice spacing a = 0.25 nm and T = 300 K. These are round model parameters. The frequency unit ω₀ = √(k/m_light) corresponds to 3.189 THz. The spectral bound is √12 × 3.189 = 11.05 THz, and ω_b corresponds to √13.2 × 3.189 = 11.59 THz.

Since V = Na³, A scales as aω₀² and the delta function as 1/ω₀, the conductivity unit for all three components is

3k_Bω₀/a = 3.32 W/(m K).

The window starts at 4 THz, where c/k_B = 0.967. This cutoff is a choice and removes more than the longest waves: about 19 per cent of the modes lie below it. In 12³ cells the modes between 2 and 4 THz alone give about 0.38 W/(m K) at σ = 0.03, more than the whole window, and that value still rises steeply as σ falls. At the spectral bound c/k_B = 0.776, so a classical heat capacity there would be too large by a factor 1/0.776 = 1.29.

The cell has 24³ sites. Twelve random vectors and 400 orders were used, with 120-point Gauss–Legendre integration in θ for each band. The two stored sets of vectors occupy 0.088 GB, against 1.53 GB for the dense dynamical matrix alone.

The contributions to κ_W, in W/(m K), are:

σ | 4–6 THz | 6–8 THz | above 8 THz | total
0.120 | 0.078 | 0.084 | 0.076 | 0.237
0.060 | 0.100 | 0.083 | 0.080 | 0.263
0.030 | 0.113 | 0.074 | 0.073 | 0.259
0.015 | 0.113 | 0.067 | 0.065 | 0.244

The standard errors are at most 0.002 for a band and about 0.003 for the last total.

At σ = 0.015 the kernel width at 5 THz is

½ × 0.015 × √(11.59² − 5²) THz ≈ 78 GHz.

The mean level spacing between 4 and 6 THz is about 0.44 GHz, estimated by counting the modes of a diagonalised 12³ cell and scaling their number with N. In this band the kernel width covers about 180 spacings, so individual levels are far from being resolved. This count does not exclude other effects of cell size.

The total alone is misleading. Between σ = 0.06 and 0.03 it changes by about 1.4 per cent, which resembles a plateau. The bands show a cancellation: the lowest rises by 0.012 W/(m K), while the upper two fall by 0.009 and 0.007. At the next halving the lowest band is steady within its noise, though this too can hide a cancellation: in 12³ cells its 4–5 THz part rises by about 0.004 while its 5–6 THz part falls by about 0.002. Each upper band falls by about 10 per cent. The total then falls by 0.015 ± 0.002 W/(m K), or 5.8 per cent of its value at σ = 0.03.

The calculation has therefore not converged in σ. The value 0.244 ± 0.003 W/(m K) belongs to σ = 0.015, and its statistical error does not cover the remaining broadening error. Nor is a quadratic extrapolation justified. A σ² law would make each change one quarter of the previous one, whereas in each upper band the last two changes are of similar size. A dip in S near resonance would be overestimated at finite σ and would produce such a fall. Binning the mode pairs of diagonalised 12³ cells by Δ shows such a dip in both upper bands, where S falls by about 40 per cent between Δ ≈ 0.1 and Δ < 0.005, although the innermost part may depend on cell size. In those cells the upper bands are still falling at σ = 0.0075. The next calculation should use σ = 0.0075 and M = 800, with enough vectors to resolve the change and the level spacing examined in every band.

Cell size is a separate question. At σ = 0.03, explicit diagonalisation of the 12³ cell, with the same kernel, gives 0.259 W/(m K). The moment method gives 0.262 ± 0.003 for that cell with 24 vectors, and 0.259 ± 0.002 for the 24³ cell. These values agree within the trace noise, but with one disorder sample of each size they do not measure sample variation. Four further 12³ samples average 0.264 with a scatter of 0.005 at σ = 0.03, and 0.251 with the same scatter at σ = 0.015, so the agreement holds to about 0.005 W/(m K) and not to the third digit. They also share one σ, so their agreement says nothing about the limit σ → 0.

The finite-cell failure can be seen directly in the 12³ cell. Summing over its mode pairs, with a Gaussian in their frequency difference, gives 0.259 W/(m K) at σ = 0.03. At σ = 10⁻⁷ the same sum is zero to within round-off, below 10⁻²⁶ W/(m K). The smaller width resolves the separate levels of the cell and so loses the continuous spectrum that conduction requires.
